# Fragment entanglement and bath orbitals from the correlation matrix

## Problem

Spinless fermions on a lattice occupy $N$ orthonormal orbitals $\phi_j(x)$, so that their state $|\Psi\rangle$ is one Slater determinant. The correlation matrix is

$$C_{xy}=\langle c_y^\dagger c_x\rangle=\sum_{j=1}^N\phi_j(x)\phi_j^*(y).$$

A fragment $A$ consists of $L$ adjacent sites, $B$ is the rest, and $C_A$ is the block of $C$ with both indices in $A$. The hopping amplitude $t$ is the unit of energy, lengths are counted in sites, and entropies are in nats unless stated otherwise.

1. Express the reduced density matrix of $A$ and its entropy $S$ through the eigenvalues $n_k$ of $C_A$.
2. Construct the bath orbitals in $B$ that are entangled with $A$. What error is made when those with $n_k\le\eta$ or $n_k\ge1-\eta$ are left out?
3. For a fragment inside an infinite metallic chain with nearest-neighbour hopping $-t$, find how $S$ and the number of retained bath orbitals grow with $L$.
4. Add a staggered potential $\Delta(-1)^x$ at half filling. Show that both quantities stay bounded.
5. Evaluate the results for half-filled chains with $\Delta=0$ and $\Delta=0.5\,t$, and judge how many bath orbitals matter.

## Solution

### 1. Density matrix and entropy

Collect the occupied orbitals as columns of a matrix $\Phi$. Then $\Phi^\dagger\Phi=1$ and $C=\Phi\Phi^\dagger$, so $C^2=C$. Take $L\le N$; otherwise some modes of $A$ are simply empty. The rows of $\Phi$ that belong to $A$ have a singular value decomposition

$$\Phi_A=U\,(\sqrt n,\,0)\,V^\dagger ,\qquad C_A=\Phi_A\Phi_A^\dagger=U\,n\,U^\dagger .$$

The squared singular values are therefore the eigenvalues $n_k$, and the columns $u_k$ of $U$ are the eigenvectors.

Replacing $\Phi$ by $\Phi V$ mixes occupied orbitals among themselves and changes the determinant by a phase only. On $A$, the new orbital $k\le L$ equals $\sqrt{n_k}\,u_k$; the others vanish there. Since the new orbitals are orthonormal and their parts on $A$ are mutually orthogonal, their parts on $B$ are mutually orthogonal too, with squared norms $1-n_k$. Write these parts as $\sqrt{1-n_k}\,b_k$. With $a_k^\dagger=\sum_{x\in A}u_k(x)c_x^\dagger$, and $b_k^\dagger$ creating a particle in the orbital $b_k$,

$$|\Psi\rangle=\prod_{k=1}^{L}\left(\sqrt{n_k}\,a_k^\dagger+\sqrt{1-n_k}\,b_k^\dagger\right)|\text{core}\rangle ,$$

where the core orbitals lie wholly in $B$.

Multiply out the product. Each term has a definite set of occupied $a_k$, and the complementary set of $b_k$ is occupied. Terms with different sets contain orthogonal states of $B$, so tracing over $B$ removes every cross term. Fermionic reordering signs disappear in the diagonal terms. Hence

$$\rho_A=\prod_k\left[n_k\,a_k^\dagger a_k+(1-n_k)\,a_ka_k^\dagger\right]
=\prod_k(1-n_k)\;e^{-\sum_k\varepsilon_k a_k^\dagger a_k},\qquad \varepsilon_k=\ln\frac{1-n_k}{n_k}.$$

The second form follows because an occupied mode gets the factor $(1-n_k)e^{-\varepsilon_k}=n_k$; values $n_k=0,1$ are understood as limits. Each mode is independently filled with probability $n_k$, so

$$S=\sum_k h(n_k),\qquad h(n)=-n\ln n-(1-n)\ln(1-n).$$

The derivation needs a single determinant. For an interacting ground state, $C_A$ does not determine $\rho_A$.

As a test, an open eight-site chain in a linear potential was diagonalized in its full many-body space. All Schmidt weights of a three-site fragment agree with the products of $n_k$ and $1-n_k$, and both routes give $S=1.00124$.

### 2. Bath orbitals and the error of dropping them

The block of $C$ connecting $B$ to $A$ is

$$C_{BA}=\sum_k\sqrt{n_k(1-n_k)}\;b_k\,u_k^\dagger .$$

Its singular values are $\sqrt{n_k(1-n_k)}$, in agreement with $C_{BA}^\dagger C_{BA}=C_A-C_A^2$, the $AA$ block of $C^2=C$. There are at most $L$ bath orbitals. A mode with $n_k=0$ or $1$ has no entanglement and needs none.

Now fix $\eta<1/2$ and keep the bath orbitals with $\eta<n_k<1-\eta$. In each other pair replace the orbital by its larger component: $b_k$ if $n_k\le\eta$, or $u_k$ if $n_k\ge1-\eta$. The matrix of overlaps between old and new orbitals is diagonal, because different pairs are orthogonal. Its determinant gives

$$|\langle\Psi|\Psi_\eta\rangle|^2=\prod_{\text{dropped}}\max(n_k,1-n_k)\ \ge\ 1-\sum_{\text{dropped}}\min(n_k,1-n_k).$$

In $C_A$ the dropped eigenvalues are rounded to 0 or 1, so the change of $C_A$ has an operator norm of at most $\eta$. The threshold thus bounds the error in the occupation of any single orbital in the fragment, while the lost weight of the whole state adds up over the dropped modes. Correlations across the boundary are less well protected: the dropped terms of $C_{BA}$ vanish, which changes this block by up to $\sqrt{\eta(1-\eta)}$ in operator norm.

### 3. The metallic chain

**Correlation matrix.** Filling $|k|<k_F$ gives, with $r=x-y$,

$$C_{xy}=\int_{-k_F}^{k_F}\frac{dk}{2\pi}e^{ikr}=\frac{\sin k_Fr}{\pi r},\qquad C_{xx}=\frac{k_F}{\pi}.$$

The logarithm comes from distances much larger than one site. There the field splits into slowly varying right and left movers, $c_x\simeq e^{ik_Fx}R(x)+e^{-ik_Fx}M(x)$. For $R$ the momenta $q<0$ relative to $k_F$ are filled:

$$P(x,y)=\int_{-\infty}^0\frac{dq}{2\pi}e^{iqr+0^+q}=\frac1{2\pi i}\frac1{r-i0}=\frac{\delta(r)}2+\frac1{2\pi i}\,\mathrm{PV}\frac1r .$$

The left mover has the complex conjugate kernel. For $r\ne0$ the two together restore $(e^{ik_Fr}-e^{-ik_Fr})/(2\pi ir)=\sin(k_Fr)/(\pi r)$.

**Diagonalization on the interval.** Let $0<x<L$ and put

$$z=\ln\frac{x}{L-x},\qquad x=\frac L2\left(1+\tanh\frac z2\right),\qquad \frac{dx}{dz}=\frac{L}{4\cosh^2(z/2)} .$$

If $w$ belongs to $y$ in the same way, the difference formula for $\tanh$ gives

$$x-y=\frac{L\sinh\frac{z-w}2}{2\cosh\frac z2\cosh\frac w2}.$$

Functions normalized in $z$ carry the factor $\sqrt{dx/dz}$, so the kernel becomes

$$K=\sqrt{\frac{dx}{dz}\frac{dy}{dw}}\;P(x,y)=\frac{\delta(z-w)}2+\frac1{4\pi i}\,\mathrm{PV}\frac1{\sinh\frac{z-w}2}.$$

It depends on $z-w$ alone, so plane waves $e^{isz}$ are its eigenfunctions. Only the odd part of $e^{-isu}$ contributes to the eigenvalue:

$$n(s)=\frac12+\frac{1}{4\pi i}(-2i)\int_0^\infty\frac{\sin su}{\sinh(u/2)}du .$$

To do the integral, expand $1/\sinh(u/2)=2\sum_{m\ge0}e^{-(m+1/2)u}$ and integrate term by term:

$$\int_0^\infty\frac{\sin su}{\sinh(u/2)}du=\sum_{m\ge0}\frac{2s}{s^2+(m+\frac12)^2}=\pi\tanh\pi s,$$

where the last equality is the partial-fraction series of $\tanh$. Therefore

$$n(s)=\frac{1-\tanh\pi s}2=\frac1{1+e^{2\pi s}},\qquad \varepsilon=2\pi s .$$

For the left mover $s$ is replaced by $-s$, which gives the same set of levels.

**Level density.** In the continuum the $z$ axis is infinite. The lattice stops it about one site from each end, leaving a length $2\ln L+O(1)$. One Fermi point then has $2\ln L/(2\pi)$ modes per unit $s$, or $\ln L/(2\pi^2)$ per unit $\varepsilon$. Two Fermi points give

$$D=\frac{\ln L}{\pi^2}+O(1),\qquad
\mathrm{Tr}f(C_A)\simeq\frac{\ln L}{\pi^2}\int_{-\infty}^{\infty}f(n(\varepsilon))\,d\varepsilon ,$$

for functions with $f(0)=f(1)=0$ that make the integral converge. The vanishing at 0 and 1 removes the contribution of filled and empty states far from the Fermi points. This is a leading-logarithm argument, not a bound on the remainder: it assumes that the region near the cutoff changes only the $O(1)$ term. The lattice spectra below test that assumption.

**Entropy.** In terms of $\varepsilon$,

$$h=\ln(1+e^{-\varepsilon})+\frac{\varepsilon}{e^\varepsilon+1},$$

which is even in $\varepsilon$. For $\varepsilon>0$, expanding both terms in $e^{-\varepsilon}$ and integrating gives $\sum_{m\ge1}(-1)^{m+1}/m^2=\pi^2/12$ from each. Hence $\int h\,d\varepsilon=2\times2\times\pi^2/12=\pi^2/3$ and

$$S=\frac13\ln L+O(1).$$

The coefficient belongs to one pair of Fermi points, one spin species and two fragment ends. Two independent spin species double it. If the fragment is the end of a half-infinite open chain, reflection turns the left mover into the continuation of the right mover to negative $x$. One chiral field then lives on $(-L,L)$, with half the level density, and the coefficient is $1/6$.

The same eigenfunctions locate the entropy. Each chiral mode has density $(2\pi)^{-1}dz/dx$ at $x$, with $dz/dx=L/[x(L-x)]$. After averaging over the rapid $2k_F$ oscillations, both Fermi points together give

$$s(x)=2\cdot\frac1{2\pi}\frac{L}{x(L-x)}\int h\,\frac{d\varepsilon}{2\pi}=\frac{L}{6x(L-x)} .$$

Near an end this is $1/(6x)$: every doubling of the distance from the boundary contributes equally.

**Two further traces.** The particle-number variance is $\sum_kn_k(1-n_k)$. Since $n(1-n)=-dn/d\varepsilon$, its integral is 1 and the variance grows as $(1/\pi^2)\ln L$. The second Rényi entropy, $-\ln\mathrm{Tr}\rho_A^2$, has

$$f=-\ln[n^2+(1-n)^2]=2\ln(1+e^{-\varepsilon})-\ln(1+e^{-2\varepsilon})\quad(\varepsilon>0).$$

Its integral over both signs is $2(2\pi^2/12-\pi^2/24)=\pi^2/4$, so it grows as $\frac14\ln L$. These cases weight the levels differently and thus test the density, not just one coefficient.

**Bath orbitals.** The condition $\eta<n_k<1-\eta$ means $|\varepsilon_k|<\varepsilon_c=\ln[(1-\eta)/\eta]$. At fixed $\eta$,

$$N_{\rm bath}(\eta)=\frac{2}{\pi^2}\ln\frac{1-\eta}{\eta}\;\ln L+O(1).$$

The actual count is an integer, so this law describes the trend of its steps.

### 4. The gapped chain

**Projector.** Let $T$ be the hopping matrix and $\Sigma_{xy}=(-1)^x\delta_{xy}$. Hopping changes the sublattice, so $T\Sigma=-\Sigma T$. The cross terms in the square of $H=T+\Delta\Sigma$ cancel:

$$H^2=T^2+\Delta^2,\qquad E_k=\sqrt{4t^2\cos^2k+\Delta^2}.$$

The energies are $\pm E_k$ and the gap is $2\Delta$, taking $\Delta>0$. Filling the negative levels gives $C=\frac12(1-H|H|^{-1})$. With

$$G(r)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{e^{ikr}}{E_k},$$

$$C_{xy}=\frac{\delta_{xy}}2+\frac t2[G(r+1)+G(r-1)]-\frac\Delta2(-1)^xG(r).$$

**Decay.** The integrand is analytic around the real axis until $E_k=0$. Setting $k=\pm\pi/2+i\kappa$ gives $\cos k=\mp i\sinh\kappa$, so the nearest singularities lie at

$$\sinh\kappa=\frac{\Delta}{2t},\qquad \xi=\frac1\kappa .$$

For $r>0$, shift the contour upward by any $\kappa'<\kappa$; the vertical sides cancel by periodicity. Thus $|G(r)|$ is bounded by a constant times $e^{-\kappa'r}$. More closely, $1/E_k$ has an inverse-square-root branch point, and $\int_0^\infty p^{-1/2}e^{-pr}dp=\sqrt{\pi/r}$. This gives decay as $e^{-r/\xi}/\sqrt r$ at even $r$; at odd $r$, $G$ vanishes because $E_{k+\pi}=E_k$.

**A bound on the entropy.** For $0<n\le1/2$, the maximum of $-\sqrt n\ln n$ is $2/e$, so $-n\ln n\le(2/e)\sqrt n$. Also $-\ln(1-n)\le n/(1-n)$, whence $-(1-n)\ln(1-n)\le n\le\sqrt{n/2}$. Finally $\sqrt n\le\sqrt2\sqrt{n(1-n)}$. Adding the two parts, and using $h(n)=h(1-n)$ for the other half,

$$h(n)\le c\sqrt{n(1-n)},\qquad c=1+\frac{2\sqrt2}{e}\approx2.04 .$$

The sum of $\sqrt{n_k(1-n_k)}$ is the trace norm of $C_{BA}$, the sum of its singular values. A matrix with one nonzero entry has that entry's modulus as its trace norm, so the triangle inequality gives

$$S\le c\sum_k\sqrt{n_k(1-n_k)}\le c\sum_{x\in A,\,y\in B}|C_{xy}| .$$

There are $2\min(r,L)\le2r$ such pairs at distance $r$. Exponential decay makes the sum finite uniformly in $L$. This proves that $S$ is bounded for every $\Delta>0$.

The bath count is bounded by the same sum: each retained orbital contributes at least $\sqrt{\eta(1-\eta)}$ to the trace norm, so

$$N_{\rm bath}(\eta)\le\frac{1}{\sqrt{\eta(1-\eta)}}\sum_{x\in A,\,y\in B}|C_{xy}| .$$

In the metal the pair-sum bound fails because $|C_{xy}|$ falls only as $1/r$. The pairs with $r>L$ contribute $2L|C_{xy}|$ at each distance, and the sum of these terms over $r$ is infinite already at fixed $L$. The bound then says nothing, although $S$ itself is finite for every finite $L$.

**Small gap.** When $1\ll\xi\ll L$, the metallic entropy density $1/(6x)$ should hold near each end for $1\ll x\ll\xi$ and die out at distances of order $\xi$. Two ends then give a plateau $\frac13\ln\xi+O(1)$. This is a scaling estimate, unlike the bound above.

### 5. Numbers at half filling

**A fragment done by hand.** For two metallic sites and $k_F=\pi/2$,

$$C_A=\begin{pmatrix}1/2&1/\pi\\1/\pi&1/2\end{pmatrix},\qquad n=\frac12\pm\frac1\pi=0.81831,\ 0.18169 .$$

The two modes have equal entropy, so

$$S=2[-0.18169\ln0.18169-0.81831\ln0.81831]=2(0.3099+0.1641)=0.948 .$$

**Growth in the metal.** From $L=512$ to $1024$ the entropy rises from $2.80551$ to $3.03656$. The increase, $0.23105$, equals $(\ln2)/3$ to the digits shown. At $L=1024$ the entropy is $3.037$ nats, or $4.381$ bits.

Between $L=128$ and $1024$ the slopes per unit $\ln L$ are $0.3333$ at both half and quarter filling, $0.1013$ for the number variance and $0.2504$ for the second Rényi entropy. The fragment at a chain end gives $0.1672$, against $1/6=0.1667$. For $L=512$ the middle half contains entropy $0.3662$. The local law gives the same:

$$\frac16\left[\ln\frac{x}{L-x}\right]_{L/4}^{3L/4}=\frac{2\ln3}{6}=0.3662 .$$

**Saturation with a gap.** At $\Delta=0.5\,t$ the gap is $1.0\,t$ and $\xi=4.04$ sites. The entropy is $0.89471$ at $L=16$ and $0.89475$ from $L=32$ to $1024$, or $1.291$ bits. The trace-norm bound at $L=1024$ is $1.78$ and the pair-sum bound $6.50$, which are $2.0$ and $7.3$ times the entropy.

For smaller gaps, doubling $\xi$ from $40.0$ to $80.0$ sites raises the plateau from $1.69106$ to $1.92258$. The increase $0.2315$ is close to $(\ln2)/3=0.2310$, which supports the scaling estimate.

**Which bath orbitals matter.** Take $\eta=10^{-3}$, so $\varepsilon_c=6.907$. The predicted growth is $2\times6.907/\pi^2=1.400$ orbitals per unit $\ln L$, about one per doubling of the fragment. Interpolating between the discrete levels gives the same slope, $1.400$. The integer count goes from 6 at $L=16$ to 12 at $L=1024$, while the gapped chain needs 4 throughout.

The metallic count moves in steps of two for a reason of symmetry. At half filling $C_A-\frac12$ connects opposite sublattices only, so changing the sign of one sublattice reverses it. Its spectrum is symmetric, and for even $L$ the number of levels within any symmetric window is even.

The leading term alone does not give the count. At $L=1024$ it is $1.400\times6.931=9.7$, against 12. The levels show why: $n=0.37386$ and $0.17233$ correspond to $\varepsilon=0.516$ and $1.569$, a spacing of $1.05$, whereas $\pi^2/\ln L=1.42$. The spacing widens away from the centre, to $1.27$ between the outermost retained levels $n=0.00627$ and $0.00178$, but stays below $1.42$. The $O(1)$ part of the density, one over the spacing minus $\ln L/\pi^2$, thus falls from about $0.25$ near the centre to about $0.09$ near the cut. It depends on $\varepsilon$ but, at large $L$, not on $L$, so it raises the count and drops out of the slope.

These 12 modes carry $99.6\%$ of the entropy of the 1024-site fragment. A small entropy remainder is not by itself an error in the state, so the truncation was also carried out explicitly for 64 sites of a metallic ring with 402 sites and 201 fermions:

| $\eta$ | bath orbitals | lost weight | change of $C_A$ |
|---|---:|---:|---:|
| $10^{-1}$ | 2 | $0.210$ | $0.093$ |
| $10^{-2}$ | 6 | $6.0\times10^{-3}$ | $2.6\times10^{-3}$ |
| $10^{-3}$ | 8 | $7.4\times10^{-4}$ | $3.3\times10^{-4}$ |
| $10^{-4}$ | 10 | $8.0\times10^{-5}$ | $3.6\times10^{-5}$ |

Lost weight means one minus the squared overlap with the full determinant, and the last column is an operator norm. Two bath orbitals are too few here; eight of a possible 64 give a squared overlap above $0.999$. The block $C_{BA}$ changes more than $C_A$, by $\sqrt{3.3\times10^{-4}}\approx0.018$ in operator norm. The number that matters therefore depends on the tolerance, and in the metal also on $\ln L$.

These errors refer to the mean-field state. They do not measure how well the same bath represents an interacting ground state, which would need a separate comparison. The slopes and the retained levels with $n_k<1/2$ at $L=1024$ are in the numerical output.

## Values computed for the example and the checks

```
Energies in units of hopping t; entropies in nats; lengths in sites
8-site chain, 3-site fragment: n = [0.02383 0.63551 0.9379 ]
  S from many-body state 1.001240, from n_k 1.001240
Two-site metal fragment: n = 0.18169, 0.81831; S = 0.94789
Gapped chain: delta = 0.5 t, gap = 1.0 t, xi = 4.0410 sites
Bath threshold eta = 0.001, level cut eps = 6.9068
L | S metal | S gapped | bath metal | bath gapped
   16   1.65020   0.89471    6    4
   32   1.88130   0.89475    8    4
   64   2.11236   0.89475    8    4
  128   2.34341   0.89475    8    4
  256   2.57446   0.89475   10    4
  512   2.80551   0.89475   10    4
 1024   3.03656   0.89475   12    4
Metal L=1024: S = 4.3808 bits; S - ln(L)/3 = 0.72607 nats
Gapped L=1024: S = 1.2908 bits
Metal L=1024: entropy share of kept modes = 0.99610
Metal L=1024: n_k between eta and 1/2 = [0.00178 0.00627 0.02097 0.06441 0.17233 0.37386]
Slopes per unit ln L, from L=128 to 1024 (computed | law):
  entropy, half filling    0.33333 | 0.33333
  entropy, quarter filling 0.33334 | 0.33333
  entropy, fragment at end 0.16721 | 0.16667
  number variance          0.10132 | 0.10132
  second Renyi entropy     0.25037 | 0.25000
  interpolated bath count  1.3997 | 1.3996
Entropy in middle half, L=512: 0.36620 | law 0.36620
Gapped decay rate: 0.24736 | 1/xi = 0.24747 per site
Bound constant 2.0405; trace norm 0.8740; pair sum 3.1843
Gapped entropy bounds: 1.7834 (trace norm), 6.4977 (pair sum) nats
Plateau, L=800: delta = 0.05 t, xi = 40.004, S = 1.69106
Plateau, L=800: delta = 0.025 t, xi = 80.002, S = 1.92258
Plateau slope per unit ln xi: 0.33405
Metallic ring of 402 sites, 201 fermions, fragment 64 sites
eta | bath orbitals kept | lost weight | change of C_A (norm)
  1e-01    2 2.101e-01 9.256e-02
  1e-02    6 5.976e-03 2.624e-03
  1e-03    8 7.381e-04 3.293e-04
  1e-04   10 7.969e-05 3.603e-05
```
